# Oscillatory singularity at a low-k interface crack: a numerical check

```python
# RESULT UNDER TEST: a traction-free crack between two bonded isotropic solids
# in plane strain has tip tractions syy + i*sxy = K*r**(-1/2+i*eps)/sqrt(2*pi),
# eps = ln((1-beta)/(1+beta))/(2*pi); beta = 0.2 gives |eps| about 0.065.
# Material 1 is above the crack, material 2 below. mu: shear modulus,
# nu: Poisson ratio, kappa = 3-4*nu, beta: second Dundurs parameter,
# r: distance from the right tip, K: complex stress intensity factor.
# Field calculations use half-length = 1 and remote tension = 1.
import numpy as np
from scipy.optimize import brentq, newton


def kappa(nu):
    return 3 - 4 * nu


def dundurs_beta(pair):
    m1, n1, m2, n2 = pair
    k1, k2 = kappa(n1), kappa(n2)
    return ((m1 * (k2 - 1) - m2 * (k1 - 1))
            / (m1 * (k2 + 1) + m2 * (k1 + 1)))


def oscillation_index(beta):
    return np.log((1 - beta) / (1 + beta)) / (2 * np.pi)


def effective_modulus(pair):
    m1, n1, m2, n2 = pair
    return 2 / ((1 - n1) / (2 * m1) + (1 - n2) / (2 * m2))


def boundary_determinant(lam, pair):
    """Real stress functions r**(lam+1)*f(theta), eight boundary conditions."""
    m1, n1, m2, n2 = pair

    def rows(theta, mu, nu):
        sp, cp = np.sin((lam + 1) * theta), np.cos((lam + 1) * theta)
        sm, cm = np.sin((lam - 1) * theta), np.cos((lam - 1) * theta)
        f = np.array([sp, cp, sm, cm], complex)
        df = np.array([(lam + 1) * cp, -(lam + 1) * sp,
                       (lam - 1) * cm, -(lam - 1) * sm], complex)
        k = kappa(nu)
        ur = (-(lam + 1) * f + (k + 1) * np.array([0, 0, sm, cm])) / (2 * mu)
        ut = (-df - (k + 1) * np.array([0, 0, cm, -sm])) / (2 * mu)
        return np.array([f, df, ur, ut])

    matrix = np.zeros((8, 8), complex)
    matrix[0:2, 0:4] = rows(np.pi, m1, n1)[:2]
    matrix[2:4, 4:8] = rows(-np.pi, m2, n2)[:2]
    matrix[4:8, 0:4] = rows(0.0, m1, n1)
    matrix[4:8, 4:8] = -rows(0.0, m2, n2)
    return np.linalg.det(matrix)


def count_roots(pair):
    """Argument principle in 0.1 < Re(lam) < 0.9, |Im(lam)| < 0.6."""
    corners = [0.1 - 0.6j, 0.9 - 0.6j, 0.9 + 0.6j, 0.1 + 0.6j, 0.1 - 0.6j]
    path = np.concatenate([np.linspace(u, v, 300)
                           for u, v in zip(corners[:-1], corners[1:])])
    phase = np.unwrap(np.angle([boundary_determinant(z, pair) for z in path]))
    return (phase[-1] - phase[0]) / (2 * np.pi)


def displacement(z, upper, pair, eps):
    """ux + i*uy of the finite interface crack under unit remote tension."""
    m1, n1, m2, n2 = pair
    k1, k2 = kappa(n1), kappa(n2)
    p = (k1 / m1 + 1 / m2) / 2
    q = (k2 / m2 + 1 / m1) / 2
    scale = p * q / (p + q)

    def primitive(w):
        return scale * (w - 1)**(0.5 - 1j * eps) * (w + 1)**(0.5 + 1j * eps)

    zb = np.conj(z)
    potential = (scale * (z - 2j * eps) * (z - 1)**(-0.5 - 1j * eps)
                 * (z + 1)**(-0.5 + 1j * eps))
    if upper:
        return (k1 * primitive(z) / p - primitive(zb) / q
                - (z - zb) * np.conj(potential / p)) / (2 * m1)
    return (k2 * primitive(z) / q - primitive(zb) / p
            - (z - zb) * np.conj(potential / q)) / (2 * m2)


def hooke_stress(z, upper, pair, eps, h):
    """Stress from numerical strains and Hooke's law: sxx, syy, sxy."""
    mu, nu = pair[:2] if upper else pair[2:]
    dx = (displacement(z + h, upper, pair, eps)
          - displacement(z - h, upper, pair, eps)) / (2 * h)
    dy = (displacement(z + 1j * h, upper, pair, eps)
          - displacement(z - 1j * h, upper, pair, eps)) / (2 * h)
    exx, eyy, exy = dx.real, dy.imag, (dx.imag + dy.real) / 2
    lame = 2 * mu * nu / (1 - 2 * nu)
    trace = lame * (exx + eyy)
    return np.array([trace + 2 * mu * exx, trace + 2 * mu * eyy, 2 * mu * exy])


def face_jump(x, pair, eps):
    """Upper minus lower face displacement, returned as dy + i*dx."""
    jump = (displacement(x + 1e-30j, True, pair, eps)
            - displacement(x - 1e-30j, False, pair, eps))
    return 1j * np.conj(jump)


# Example inputs: round values in the regime of a SiCN cap on dense low-k glass
E_cap, E_low, nu_cap, nu_low = 60.0, 15.0, 0.25, 0.25       # GPa, GPa, 1, 1
half_nm, load_MPa, probe_nm = 20.0, 200.0, 1.0
cap_nm, low_nm = 100.0, 200.0
toughness, wet_toughness, strength_MPa = 3.0, 1.5, 1000.0  # J/m2, J/m2, MPa
cap_stress_MPa, expansion_gap, heating_K = 200.0, 9e-6, 100.0
softening, nu_alternative = 0.05, 0.30
example = (E_cap / (2 * (1 + nu_cap)), nu_cap,
           E_low / (2 * (1 + nu_low)), nu_low)
beta = dundurs_beta(example)
eps = oscillation_index(beta)
assert abs(beta - 0.2) < 1e-12
assert abs(abs(eps) - 0.065) < 0.0006

# The same beta with different moduli, and two unrelated pairs, are also tested.
same_beta = (17.0, 0.3, 3.0, 0.3)
assert abs(dundurs_beta(same_beta) - 0.2) < 1e-12
pairs = [example, same_beta, (7.0, 0.2, 1.0, 0.35), (1.0, 0.45, 3.0, 0.1)]
roots = []
for pair in pairs:
    expected = oscillation_index(dundurs_beta(pair))
    root = newton(boundary_determinant, 0.5 + 0.12j, x1=0.501 + 0.119j,
                  args=(pair,), tol=1e-10, maxiter=100)
    assert abs(root.real - 0.5) < 1e-7
    assert abs(abs(root.imag) - abs(expected)) < 1e-7
    assert abs(count_roots(pair) - 2) < 1e-6
    roots.append(root)
assert abs(roots[0] - roots[1]) < 1e-7

# Full-field tests use displacement derivatives, not the traction formula.
for pair in pairs:
    e = oscillation_index(dundurs_beta(pair))
    for z, upper in [(0.7 + 0.9j, True), (-1.3 + 0.6j, True),
                     (0.4 - 0.8j, False), (1.5 - 0.7j, False)]:
        h = 1e-3
        sx = (hooke_stress(z + h, upper, pair, e, h)
              - hooke_stress(z - h, upper, pair, e, h)) / (2 * h)
        sy = (hooke_stress(z + 1j * h, upper, pair, e, h)
              - hooke_stress(z - 1j * h, upper, pair, e, h)) / (2 * h)
        assert abs(sx[0] + sy[2]) < 1e-4
        assert abs(sx[2] + sy[1]) < 1e-4
    for x in (-0.6, 0.3):
        for upper, sign in ((True, 1), (False, -1)):
            z = complex(x, sign * 1e-5)
            good = hooke_stress(z, upper, pair, e, 2e-6)[1:]
            bad = hooke_stress(z, upper, pair, -e, 2e-6)[1:]
            assert np.max(np.abs(good)) < 1e-3
            assert np.max(np.abs(bad)) > 0.02
    for x in (-1.5, 1.2):
        above, below = complex(x, 1e-5), complex(x, -1e-5)
        top = hooke_stress(above, True, pair, e, 2e-6)[1:]
        bottom = hooke_stress(below, False, pair, e, 2e-6)[1:]
        assert np.max(np.abs(top - bottom)) < 1e-3
        assert abs(displacement(above, True, pair, e)
                   - displacement(below, False, pair, e)) < 1e-3
    for z, upper in [(200j, True), (-200j, False)]:
        far = hooke_stress(z, upper, pair, e, 1e-2)
        assert abs(far[1] - 1) < 1e-3 and abs(far[2]) < 1e-3

    K_unit = np.sqrt(np.pi) * (1 + 2j * e) * 2**(-1j * e)
    r = 1e-4
    stress = hooke_stress(1 + r + 0j, True, pair, e, r / 300)
    tip = K_unit * r**(-0.5 + 1j * e) / np.sqrt(2 * np.pi)
    assert abs(stress[1] + 1j * stress[2] - tip) / abs(tip) < 1e-3
    r = 1e-6
    tip_jump = (8 * K_unit * r**(0.5 + 1j * e)
                / (np.sqrt(2 * np.pi) * effective_modulus(pair)
                   * (1 + 2j * e) * np.cosh(np.pi * e)))
    assert abs(face_jump(1 - r, pair, e) / tip_jump - 1) < 1e-5

    # Work of closing the faces is proportional to half-length squared.
    nodes, weights = np.polynomial.legendre.leggauss(200)
    angle = nodes * np.pi / 2
    opening = face_jump(np.sin(angle), pair, e).real
    release_by_work = 0.5 * np.sum(weights * np.pi / 2
                                   * np.cos(angle) * opening)
    release_by_K = ((1 - dundurs_beta(pair)**2) * abs(K_unit)**2
                    / effective_modulus(pair))
    assert abs(release_by_work / release_by_K - 1) < 1e-4

# Outermost zero of the opening, found from the complete displacement field
log_zero = brentq(lambda t: face_jump(1 - np.exp(t), example, eps).real,
                  np.log(1e-13), np.log(1e-8))
overlap_nm = half_nm * np.exp(log_zero)
overlap_formula_nm = 2 * half_nm * np.exp(-np.pi / (2 * abs(eps)))
assert abs(overlap_nm / overlap_formula_nm - 1) < 1e-4

# Numerical example
E_star = effective_modulus(example)
K_size = (load_MPa * np.sqrt(np.pi * half_nm * 1e-9)
          * np.sqrt(1 + 4 * eps**2))
release = (1 - beta**2) * (K_size * 1e6)**2 / (E_star * 1e9)
tip_stress = (load_MPa * np.sqrt(half_nm / (2 * probe_nm)) * (1 + 2j * eps)
              * (probe_nm / (2 * half_nm))**(1j * eps))
full_stress = load_MPa * hooke_stress(1 + probe_nm / half_nm + 0j, True,
                                      example, eps, 1e-4)
center_nm = face_jump(0.0, example, eps).real * load_MPa / 1000 * half_nm
rotation = np.degrees(abs(eps) * np.log(10))

# Sizes of neglected effects
cap_edge = hooke_stress(1j * cap_nm / half_nm, True, example, eps, 1e-3)[1]
strength_zone_nm = K_size**2 / (2 * np.pi * strength_MPa**2) * 1e9
growth_zone_nm = (E_star * 1e9 * toughness / (1 - beta**2)
                  / (2 * np.pi * (strength_MPa * 1e6)**2) * 1e9)
growth_MPa = load_MPa * np.sqrt(toughness / release)
wet_growth_MPa = load_MPa * np.sqrt(wet_toughness / release)
cap_energy = ((cap_stress_MPa * 1e6)**2 * (1 - nu_cap**2)
              * cap_nm * 1e-9 / (2 * E_cap * 1e9))
thermal_MPa = E_low * 1000 / (1 - nu_low) * expansion_gap * heating_K
thermal_energy = ((thermal_MPa * 1e6)**2 * (1 - nu_low**2)
                  * low_nm * 1e-9 / (2 * E_low * 1e9))
soft_pair = (example[0], nu_cap, example[2] * (1 - softening), nu_low)
nu_pair = (example[0], nu_cap, E_low / (2 * (1 + nu_alternative)),
           nu_alternative)
eps_soft = oscillation_index(dundurs_beta(soft_pair))
eps_nu = oscillation_index(dundurs_beta(nu_pair))

print(f"Cap, low-k Young moduli: {E_cap:.0f}, {E_low:.0f} GPa")
print(f"Cap, low-k Poisson ratios: {nu_cap:.2f}, {nu_low:.2f}")
print(f"Cap, low-k shear moduli: {example[0]:.1f}, {example[2]:.1f} GPa")
print(f"Second Dundurs parameter: {beta:.3f}")
print(f"(1-beta)/(1+beta): {(1-beta)/(1+beta):.6f}")
print(f"Natural log of that ratio: {np.log((1-beta)/(1+beta)):.6f}")
print(f"Oscillation index: {eps:.6f}")
print(f"Determinant root: {roots[0].real:.6f} + {roots[0].imag:.6f} i")
print(f"Roots counted in tested rectangle: {count_roots(example):.0f}")
print(f"Effective modulus E*: {E_star:.2f} GPa")
print(f"Flaw length: {2*half_nm:.0f} nm")
print(f"Remote tension: {load_MPa:.0f} MPa")
print(f"Magnitude of K: {K_size:.5f} MPa sqrt(m)")
print(f"Energy release rate: {release:.4f} J/m2")
print(f"Central opening: {center_nm:.3f} nm")
print(f"Probe distance ahead of tip: {probe_nm:.1f} nm")
print(f"Tip-law normal stress: {tip_stress.real:.1f} MPa")
print(f"Tip-law shear stress: {tip_stress.imag:.1f} MPa")
print(f"Full-field normal stress: {full_stress[1]:.1f} MPa")
print(f"Full-field shear stress: {full_stress[2]:.1f} MPa")
print(f"Tip-law traction angle: {np.degrees(np.angle(tip_stress)):.2f} deg")
print(f"Traction rotation per decade of r: {rotation:.2f} deg")
print(f"Outermost overlap distance: {overlap_nm:.3e} nm")
print(f"Overlap distance from formula: {overlap_formula_nm:.3e} nm")
print(f"Cap thickness: {cap_nm:.0f} nm")
print(f"Stress disturbance at cap edge: {100*abs(1-cap_edge):.2f} %")
print(f"Rough local strength: {strength_MPa:.0f} MPa")
print(f"Strength-limited zone at load: {strength_zone_nm:.3f} nm")
print(f"Strength-limited zone at growth: {growth_zone_nm:.1f} nm")
print(f"Rough dry, wet toughness: {toughness:.1f}, {wet_toughness:.1f} J/m2")
print(f"Indicative dry growth stress: {growth_MPa:.0f} MPa")
print(f"Indicative wet growth stress: {wet_growth_MPa:.0f} MPa")
print(f"Rough residual cap stress: {cap_stress_MPa:.0f} MPa")
print(f"Cap delamination energy scale: {cap_energy:.4f} J/m2")
print(f"Low-k thickness: {low_nm:.0f} nm")
print(f"Rough expansion mismatch: {expansion_gap*1e6:.0f} ppm/K")
print(f"Temperature rise in use: {heating_K:.0f} K")
print(f"Thermal film stress: {thermal_MPa:.1f} MPa")
print(f"Thermal delamination energy scale: {thermal_energy:.5f} J/m2")
print(f"Assumed low-k softening in use: {100*softening:.0f} %")
print(f"Oscillation index after softening: {eps_soft:.5f}")
print(f"Alternative low-k Poisson ratio: {nu_alternative:.2f}")
print(f"Oscillation index with that ratio: {eps_nu:.5f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Cap, low-k Young moduli: 60, 15 GPa
Cap, low-k Poisson ratios: 0.25, 0.25
Cap, low-k shear moduli: 24.0, 6.0 GPa
Second Dundurs parameter: 0.200
(1-beta)/(1+beta): 0.666667
Natural log of that ratio: -0.405465
Oscillation index: -0.064532
Determinant root: 0.500000 + 0.064532 i
Roots counted in tested rectangle: 2
Effective modulus E*: 25.60 GPa
Flaw length: 40 nm
Remote tension: 200 MPa
Magnitude of K: 0.05055 MPa sqrt(m)
Energy release rate: 0.0958 J/m2
Central opening: 0.612 nm
Probe distance ahead of tip: 1.0 nm
Tip-law normal stress: 633.9 MPa
Tip-law shear stress: 69.8 MPa
Full-field normal stress: 656.3 MPa
Full-field shear stress: 77.4 MPa
Tip-law traction angle: 6.29 deg
Traction rotation per decade of r: 8.51 deg
Outermost overlap distance: 1.073e-09 nm
Overlap distance from formula: 1.073e-09 nm
Cap thickness: 100 nm
Stress disturbance at cap edge: 6.45 %
Rough local strength: 1000 MPa
Strength-limited zone at load: 0.407 nm
Strength-limited zone at growth: 12.7 nm
Rough dry, wet toughness: 3.0, 1.5 J/m2
Indicative dry growth stress: 1119 MPa
Indicative wet growth stress: 791 MPa
Rough residual cap stress: 200 MPa
Cap delamination energy scale: 0.0312 J/m2
Low-k thickness: 200 nm
Rough expansion mismatch: 9 ppm/K
Temperature rise in use: 100 K
Thermal film stress: 18.0 MPa
Thermal delamination energy scale: 0.00203 J/m2
Assumed low-k softening in use: 5 %
Oscillation index after softening: -0.06632
Alternative low-k Poisson ratio: 0.30
Oscillation index with that ratio: -0.05102
ALL CHECKS PASSED
```
